# Why Current Reversal Leaves a Peltier Error in Resistance Measurements

**Definitions and conventions**

A uniform bar of length $L$ and cross-section $A$ lies along $x$, with end 0 at $x=0$ and end L at $x=L$. A current $I$ is positive when it flows from end 0 to end L, and $J=I/A$. The voltage $V=\phi(0)-\phi(L)$ is the drop of the electrochemical potential, expressed in volts, in that direction. The bar has resistivity $\rho$, thermal conductivity $\kappa$, isothermal resistance $R=\rho L/A$ and thermal conductance $K=\kappa A/L$.

The leads are of one metal, and the voltmeter terminals share one temperature. The Seebeck coefficient $S$ is that of the bar minus that of the leads. This difference suffices because, for a lead coefficient $S_m$ that is constant over the temperatures involved, the leads add $S_m(T_0-T_t)+S_m(T_t-T_L)=-S_m(T_L-T_0)$ to the voltage, where $T_t$ is the terminal temperature. The Peltier heat at each junction likewise depends on the difference of the two coefficients.

The surroundings are at temperature $T$. End 0 is coupled to them by a thermal conductance $G_0$ and end L by $G_L$. The end temperatures are $T_0=T+\theta_0$ and $T_L=T+\theta_L$, and $\Delta T=T_L-T_0$.

**The belief and what is right in it**

The belief is that reversing the current frees a resistance measurement from thermoelectric error. The argument is short. Suppose that temperature differences in the wiring add a voltage $V_s$. Then

$$V(+I)=IR+V_s,\qquad V(-I)=-IR+V_s,$$

and the half-difference gives

$$R_{\rm app}\equiv\frac{V(+I)-V(-I)}{2I}=R .$$

The algebra is correct, and it covers more than fixed offsets. Expand the steady voltage in powers of the current, $V=V_0+V_1I+V_2I^2+V_3I^3+\dots$. The half-difference yields $R_{\rm app}=V_1+V_3I^2+\dots$, so every even term is gone. Joule heating is proportional to $I^2$, and the Seebeck voltage that it causes in an asymmetric mounting is removed to that order.

The weak point is the premise that $V_s$ does not change sign with the current. The current also carries heat, by the Peltier effect, and reversing it reverses that heat flow. The resulting temperature difference is odd in $I$, so its Seebeck voltage belongs to $V_1$, together with the resistance itself.

**The Peltier temperature difference**

In the bar the field and the heat current are

$$E=-\frac{d\phi}{dx}=\rho J+S\frac{dT}{dx},\qquad Q=STI-\kappa A\frac{dT}{dx}.$$

The first term of $Q$ uses the Kelvin relation, by which the Peltier coefficient equals $ST$. For constant $S$ and $\rho$, integration of $E$ along the bar gives

$$V=\int_0^L E\,dx=IR+S\,\Delta T. \tag{1}$$

In the steady state the total energy current $Q+\phi I$ is uniform, so $dQ/dx=-I\,d\phi/dx=IE$. Inserting $Q$ and $E$,

$$SI\frac{dT}{dx}-\kappa A\frac{d^2T}{dx^2}=\frac{\rho I^2}{A}+SI\frac{dT}{dx}
\;\;\Rightarrow\;\;
\kappa A\frac{d^2T}{dx^2}=-\frac{\rho I^2}{A}.$$

The right-hand side is the Joule heat, of second order in $I$. To first order the temperature is therefore linear in $x$, with slope $\Delta T/L$, and the heat current has the same value $h$ everywhere:

$$h=STI-K\Delta T .$$

In $STI$ the temperature may be taken as that of the surroundings, since $\theta_0$ and $\theta_L$ are already of first order. The heat $h$ must enter from the surroundings at end 0 and leave to them at end L:

$$h=-G_0\theta_0,\qquad h=G_L\theta_L .$$

Subtracting the two end temperatures,

$$\Delta T=\theta_L-\theta_0=h\left(\frac1{G_L}+\frac1{G_0}\right)=\frac{h}{G_s},\qquad G_s=\frac{G_0G_L}{G_0+G_L}.$$

Replacing $h$ by $G_s\Delta T$ gives $STI=(K+G_s)\Delta T$, or

$$\Delta T=\frac{STI}{K+G_s}. \tag{2}$$

With (1), and with $RK=\rho\kappa$,

$$R_{\rm app}=R+\frac{S^2T}{K+G_s}
=R\left[1+\frac{ZT}{1+G_s/K}\right],\qquad ZT=\frac{S^2T}{RK}=\frac{S^2T}{\rho\kappa}. \tag{3}$$

This is the low-current result for steady readings. When $G_s\ll K$, the adiabatic Harman limit, the apparent resistance exceeds $R$ by the fraction $ZT$.

**Sign, energy and the meaning of "adiabatic"**

The excess contains $S^2$ and so has the same sign for either kind of carrier. For $S>0$ heat travels with the current, end L warms, and the Seebeck voltage adds to $IR$. For $S<0$ end L cools, but the Seebeck coefficient has changed sign too, and the product $S\Delta T$ is unchanged.

The extra voltage costs real power. By (2),

$$I\,S\Delta T=\frac{(K+G_s)(\Delta T)^2}{T}.$$

The right-hand side is $T$ times the rate at which entropy is produced by heat flowing down temperature differences. In the bar this rate is $K(\Delta T)^2/T^2$. In the end couplings it is $(G_0\theta_0^2+G_L\theta_L^2)/T^2=h^2/(G_sT^2)=G_s(\Delta T)^2/T^2$. The source thus pays for a heat pump whose heat leaks back, and that dissipation cannot be told from resistance by the sign of the current.

The conductances $G_0$ and $G_L$ act in series, so a single isolated end is enough: if $G_L=0$, then $G_s=0$ however well end 0 is cooled. A sample soldered firmly to a chip at one end can therefore show the full error. If both ends were perfectly isolated, the Joule heat would have no exit and the bar would warm without reaching a steady state. For two weakly coupled ends, the adiabatic limit means couplings small compared with $K$ but not zero, and a current small enough for the Joule rise to be negligible.

**The offset that reversal does remove**

Let the surroundings of end L be warmer than those of end 0 by a fixed $\delta$. At $I=0$ the heat current is $h=-K\Delta T$, with $h=-G_0\theta_0$ and $h=G_L(\theta_L-\delta)$. Hence

$$\Delta T=\delta+\frac{h}{G_s}=\delta-\frac{K}{G_s}\Delta T
\;\;\Rightarrow\;\;
V_s=S\Delta T=\frac{S\delta\,G_s}{K+G_s}. \tag{4}$$

This voltage does not depend on the current and cancels in the half-difference. The offset also shifts the temperatures at which the Peltier heat and the material properties are evaluated. That leaves a small correction proportional to $\delta I$, which reversal does not remove.

**A number: one leg of an on-chip cooler**

Consider one leg of a thermoelectric cooler on a chip at 300 K, 20 µm tall and 50 µm × 50 µm in section. Its parameters are $S=200$ µV/K, $\rho=1.00$ mΩ cm and $\kappa=1.5$ W/(m K). Then

$$R=\frac{(1.0\times10^{-5}\ \Omega\,{\rm m})(20\times10^{-6}\ {\rm m})}{2.5\times10^{-9}\ {\rm m^2}}=80\ {\rm m\Omega},\qquad K=187.5\ {\rm \mu W/K},$$

$$ZT=\frac{(2\times10^{-4})^2\times300}{0.080\times1.875\times10^{-4}}=0.80 .$$

The lower end is coupled to the chip by $G_0=5000$ µW/K. The upper end is held by two metal straps of 0.80 Ω each, one for the current and one for the voltage. Their thermal conductance, from the Wiedemann–Franz law, is together $G_L=18.3$ µW/K. The series value is also $G_s=18.3$ µW/K to this precision, because the chip is by far the better conductor. The predicted excess is

$$\frac{0.80}{1+0.0974}=0.729 .$$

At 1 mA the ohmic voltage is 80 µV and the Peltier heat rate is $STI=60$ µW. Equation (2) gives $\Delta T=60/(187.5+18.3)=0.292$ K, and the Seebeck voltage is 58.3 µV. A temperature difference of less than a third of a kelvin supplies a voltage almost three quarters as large as the one to be measured.

Let the far ends of the straps also be 1 K warmer than the chip, which by (4) adds a static 17.7 µV. The steady equations were then solved numerically without linearization. The solution included Joule heat in the leg and the current strap, and let $S$, $\rho$ and $\kappa$ change by 0.1, 0.5 and −0.1 % per kelvin. It gave

$$V(+I)=156.68\ {\rm \mu V},\qquad V(-I)=-120.06\ {\rm \mu V}.$$

The half-sum, 18.31 µV, contains the static offset and a further 0.565 µV. That further part grew by a factor of 4.000 when the current was doubled, as an $I^2$ term should. Its largest contribution is the Joule heat of the current strap. Half of the 0.8 µW reaches the leg, warms its free end by about $0.4/206=0.0019$ K, and produces about 0.39 µV. Reversal removes all of the half-sum.

The half-difference is 138.37 µV, so the reported resistance is 138.4 mΩ. The isothermal value is 80 mΩ. The reversal has done what its algebra promises, and the result is still 73% above $R$.

Equation (3) was also tested against the nonlinear solution at 10 µA, without the 1 K offset, for five pairs $(G_0,G_L)$. In µW/K these were (5000, 18.3), (5000, 0), (1, 1), (100, 300) and (2000, 2000). The largest difference in the excess fraction was $2.7\times10^{-7}$. The pair with one isolated end gave 0.8000, the full $ZT$. Reversing the sign of $S$ in the first pair left 0.7290 unchanged.

**How fast must the reversal be?**

The temperature difference needs time to form, and this separates the two voltages that parity cannot. Let the current oscillate as $e^{i\omega t}$, and let $c$ be the heat capacity per volume. The heat equation becomes $\theta''=q^2\theta$ with $q=\sqrt{i\omega c/\kappa}$. With $w=qL$, the solution that takes the values $\theta_0$ and $\theta_L$ at the ends is

$$\theta(x)=\frac{\theta_0\sinh q(L-x)+\theta_L\sinh qx}{\sinh w}.$$

Since $\kappa Aq=Kw$, the heat conducted into the bar at end 0 is

$$-\kappa A\theta'(0)=Kw\coth w\;\theta_0-m\,\theta_L,\qquad m=\frac{Kw}{\sinh w},$$

and the expression at end L follows by exchanging the labels. Each end carries a metal pad of heat capacity $C$. The Peltier effect removes $STI$ at end 0 and delivers it at end L, so

$$Y_0\theta_0-m\theta_L=-STI,\qquad -m\theta_0+Y_L\theta_L=STI,$$

with $Y_j=Kw\coth w+G_j+i\omega C$. Solving the pair gives $\theta_0=STI(m-Y_L)/D$ and $\theta_L=STI(Y_0-m)/D$, where $D=Y_0Y_L-m^2$. Therefore

$$\Delta T=STI\,\frac{Y_0+Y_L-2m}{Y_0Y_L-m^2}. \tag{5}$$

As $\omega\to0$, both $w\coth w$ and $w/\sinh w$ tend to 1. The numerator becomes $G_0+G_L$ and the denominator $K(G_0+G_L)+G_0G_L$, which restores (2). As $\omega\to\infty$, $m$ vanishes while $Y_0$ and $Y_L$ grow without limit, so $\Delta T\to0$.

For the leg, take $c=1.2$ J/(cm³ K) and $C=8.5$ nJ/K. The in-phase excess, the real part of $S\Delta T/(IR)$, is 0.729 at 1 Hz, 0.420 at 1 kHz, 0.015 at 100 kHz and 0.0007 at 1 MHz. A finite-volume solution of the heat equation with 400 cells agreed with (5) within 0.2% of its magnitude at these four frequencies. The model gives the chip and the straps no heat capacity of their own, so all but the 1 Hz value are estimates, as are the times below. Giving the straps the heat capacity of a copper-like metal, for example, lowers the 1 kHz value to about 0.40 and lengthens the slowest relaxation time by about 7%.

A sudden reversal shows the same physics in time. Heat capacity prevents $\Delta T$ from jumping, so just after the switch its Seebeck voltage still has the old sign and opposes the new current. At that instant $V/I=R(1-0.729)=0.27R$. The model gives $0.32R$ after 1 µs, $1.08R$ after 0.1 ms and $1.73R$ after 10 ms, with a slowest relaxation time of 0.165 ms. Waiting for a settled reading thus lets the error develop in full.

**What does reduce the error**

One remedy is to read the in-phase voltage at a frequency well above the thermal relaxation rate. Inductive coupling between the current and voltage leads then matters: a mutual inductance of 1 nH adds a reactance of 0.63 mΩ at 100 kHz, in quadrature with the resistance. Comparing such a reading with the steady one is also a way to measure $ZT$. In this example, with the fast reading taken at 1 MHz, it would return 0.73 instead of 0.80 unless the heat leak through the straps were corrected for. At 100 kHz the remaining excess of 0.015 would lower the result further, to about 0.70.

Another remedy is to heat-sink both ends. Setting the excess in (3) to 0.01 requires

$$G_s=K\left(\frac{0.80}{0.01}-1\right)=79K=14.8\ {\rm mW/K},$$

or 29.6 mW/K at each end if they are equal. Cooling the upper end alone cannot achieve this here, because $G_s$ cannot exceed the chip-side value of 5 mW/K. Even a perfectly cooled upper end would leave $0.80/(1+5000/187.5)=0.029$.

**Beside real devices**

The chosen $S$, $\rho$ and $\kappa$ are rough typical values for good room-temperature thermoelectric materials, whose $ZT$ is somewhat below or near one. The free upper end represents a leg under test. In air, heat also leaks from its top and sides; an estimate of 6.2 µW/K, assigned wholly to the free end, lowers the excess from 0.73 to about 0.71. Air around freely hanging straps, not included in this estimate, would lower it by roughly 0.01 to 0.025 more for straps 20 µm or more above the chip, and by more for straps running closer to it. Radiation, at 0.04 µW/K, is negligible. The model also assumes electrical contacts without resistance and a current spread evenly over the section. Two contacts of $10^{-8}$ Ω cm² add 0.8 mΩ, or 1% of $R$, and contacts ten times worse would add 10%. The first figure is an optimistic one; contacts of $10^{-6}$ Ω cm², which are common on such materials, would add as much as $R$ itself. This is a separate error, which reversal does not remove either. Nor does reversal remove the effect of uneven current under a thin metal pad fed from one edge. For a pad about 1 µm thick this can shift the reading by several per cent or more, depending on where the voltage strap is attached.

In an ordinary metal the effect is much smaller. If electrons carry all the heat, the Wiedemann–Franz law gives $\rho\kappa=L_0T$, with $L_0$ the Lorenz number, and hence $ZT=S^2/L_0$. For $S=2$ µV/K relative to the leads this is $1.6\times10^{-4}$. For such a metal line, reversal is adequate unless the resistance is wanted to about a part in ten thousand. The belief serves well there because $ZT$ is small. Not every metal is so benign: against copper leads, $|S|$ is roughly 20 µV/K for nickel and 40 µV/K for constantan, and the adiabatic excess is then of order one to a few per cent. In a thermoelectric leg $ZT$ is not small, and for settled readings the belief fails unless both ends are well heat-sunk. The parameters of the example leg are listed in the numerical output below.

## Computed values

```
Leg: height 20 um, side 50 um, T 300 K
Seebeck coefficient relative to leads: 200 uV/K
Resistivity: 1.00 mohm cm
Thermal conductivity: 1.50 W/(m K)
Leg heat capacity: 1.20 J/(cm3 K)
Property slopes S, rho, kappa: 0.1, 0.5, -0.1 %/K
Isothermal resistance R: 80.00 mohm
Leg thermal conductance K: 187.50 uW/K
ZT: 0.8000
Strap: 200 um long, 5.0 um2, 20 nohm m, 0.80 ohm
Free-end conductance, two straps: 18.32 uW/K
Chip-end conductance: 5000 uW/K
Series conductance Gs: 18.26 uW/K; Gs/K: 0.0974
Predicted excess fraction: 0.7290
Predicted apparent resistance: 138.32 mohm
Excess with free end isolated, full model: 0.8000
Excess with negative S, full model: 0.7290
Largest low-current formula error: 2.7e-07
Current: 1.0 mA; ohmic voltage 80.00 uV
Peltier heat rate: 60.00 uW
Leg Joule heat rate: 0.080 uW
Odd temperature difference: formula 0.2916 K, full 0.2917 K
Peltier-Seebeck voltage: 58.32 uV
Fixed offset at strap far ends: 1.0 K
Static voltage: formula 17.74 uV, full 17.75 uV
Forward voltage: 156.68 uV
Reversed voltage: -120.06 uV
Half-difference: 138.37 uV; half-sum: 18.31 uV
Apparent resistance, full model: 138.37 mohm
Even voltage beyond static: 0.565 uV
Its growth on doubling current: 4.000 times
Slowest thermal relaxation time: 0.165 ms
V/(I R) at 0.001 ms after reversal: 0.3193
V/(I R) at 0.1 ms after reversal: 1.0798
V/(I R) at 10 ms after reversal: 1.7290
In-phase excess at 1 Hz: 0.72902
In-phase excess at 1000 Hz: 0.41976
In-phase excess at 100000 Hz: 0.01548
In-phase excess at 1e+06 Hz: 0.00070
Pad heat capacity, each end: 8.50 nJ/K
Gs needed for 1% error: 14.81 mW/K (29.62 mW/K per end)
Excess with that sinking, full model: 0.01000
Metal with S 2 uV/K: ZT 1.64e-04
Air conductance estimate: 6.24 uW/K; excess becomes 0.7077
Radiation conductance: 0.0398 uW/K
Two contacts at 1e-8 ohm cm2: 0.80 mohm, 1.00 % of R
Thermal boundary share of leg resistance: 0.15 %
Reactance of 1 nH at 100 kHz: 0.63 mohm
Full-model minus formula excess: 6.4e-04
```
